# Choosing a silicon supercell by image distance: face-centred cubic or simple cubic: a program that tests the result

```python
# Result under test: in silicon (cubic edge a, two atoms per primitive cell)
# the smallest fcc supercell with image distance d > 15 angstrom has 128 atoms,
# the smallest simple-cubic (sc) one has 216, and no supercell of any shape
# with fewer than 128 atoms reaches that distance.
# d: shortest non-zero superlattice vector; n: multiple of the primitive
# vectors (fcc); m: multiple of the cubic edge (sc); V: cell volume.
# Also sized: electrostatic image energy, spurious width of a deep defect
# level, and the radius of a shallow dopant state.
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import erfc

a = const.value('lattice parameter of silicon') * 1e10   # angstrom
target = 15.0                                            # angstrom
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2   # units of a


def index_grid(limit):
    r = np.arange(-limit, limit + 1)
    return np.array(np.meshgrid(r, r, r, indexing='ij')).reshape(3, -1).T


def shortest_vector(cell):
    lengths = np.linalg.norm(index_grid(3) @ cell, axis=1)
    return lengths[lengths > 1e-9].min()


def count_atoms(cell, reach):
    """Count diamond-lattice atoms inside the cell, one by one."""
    r = np.arange(-1, reach + 2)
    corners = np.array(np.meshgrid(r, r, r)).reshape(3, -1).T
    fcc_sites = np.vstack([[0, 0, 0], primitive])
    basis = np.vstack([fcc_sites, fcc_sites + 0.25])
    atoms = (corners[:, None, :] + basis[None, :, :]).reshape(-1, 3)
    shift = np.array([0.0137, 0.0271, 0.0391])   # keeps atoms off the faces
    frac = (atoms + shift) @ np.linalg.inv(cell)
    return int(np.all((frac >= 0) & (frac < 1), axis=1).sum())


# --- sizes and image distances, counted and searched, against the formulas
table = {'fcc': [], 'sc': []}
for shape, unit, top in (('fcc', primitive, 4), ('sc', np.eye(3), 3)):
    for size in range(1, top + 1):
        cell = size * unit
        atoms = count_atoms(cell, size)
        distance = a * shortest_vector(cell)
        if shape == 'fcc':
            assert atoms == 2 * size**3
            assert abs(distance - size * a / np.sqrt(2)) < 1e-9
        else:
            assert atoms == 8 * size**3
            assert abs(distance - size * a) < 1e-9
        table[shape].append((size, atoms, distance))
best = {s: next(row for row in table[s] if row[2] > target) for s in table}
assert best['fcc'][:2] == (4, 128) and best['sc'][:2] == (3, 216)

# --- which cubic superlattices exist, rotated ones included?
# Lattice vectors in units of a/2 are integer triples with even sum and
# squared length 2k. Look for three equal vectors at 90 or 60 degrees.
triples = index_grid(6)
triples = triples[triples.sum(axis=1) % 2 == 0]
squares = (triples**2).sum(axis=1)
allowed = {'fcc': [], 'sc': []}
for k in range(1, 19):
    group = triples[squares == 2 * k]
    if len(group) == 0:
        continue
    dots = group @ group.T
    for shape, wanted in (('fcc', k), ('sc', 0)):
        link = (dots == wanted).astype(float)
        if np.trace(link @ link @ link) > 0.5:
            allowed[shape].append(k)
assert allowed['fcc'] == [n * n for n in range(1, 5)]
assert allowed['sc'] == [2 * m * m for m in range(1, 4)]
lengths_sq = np.unique(squares[squares > 0]) // 2
k_min = int(min(k for k in lengths_sq if a * np.sqrt(k / 2) > target))
assert k_min == 16

# --- every superlattice of any shape, up to 64 primitive cells
coeffs = index_grid(6)
norms = a * np.linalg.norm(coeffs @ primitive, axis=1)
keep = (norms > 1e-9) & (norms <= target)
short = coeffs[keep][np.argsort(norms[keep])]
short = [tuple(int(c) for c in v) for v in short if tuple(v) > (0, 0, 0)]


def superlattices_beyond_target(index):
    """Number of superlattices of this index, and those without short vectors."""
    total, good = 0, 0
    for p in range(1, index + 1):
        if index % p:
            continue
        for q in range(1, index // p + 1):
            if (index // p) % q:
                continue
            r = index // (p * q)
            b, c, e = (g.ravel() for g in np.meshgrid(
                np.arange(q), np.arange(r), np.arange(r), indexing='ij'))
            total += b.size
            for x, y, z in short:
                if x % p:
                    continue
                i = x // p
                rest = y - i * b
                inside = (rest % q == 0) & (
                    (z - i * c - (rest // q) * e) % r == 0)
                b, c, e = b[~inside], c[~inside], e[~inside]
                if b.size == 0:
                    break
            good += b.size
    return total, good


examined, smaller_good = 0, 0
for index in range(1, 64):
    total, good = superlattices_beyond_target(index)
    examined += total
    smaller_good += good
total_64, good_64 = superlattices_beyond_target(64)
assert smaller_good == 0 and good_64 == 1

# --- electrostatic shape factor beta = -(potential at a charge) * V^(1/3)


def lattice_potential(cell, eta):
    """Potential at a unit charge from its images and uniform background."""
    volume = abs(np.linalg.det(cell))
    idx = index_grid(6)
    idx = idx[np.any(idx != 0, axis=1)]
    R = np.linalg.norm(idx @ cell, axis=1)
    G2 = ((idx @ (2 * np.pi * np.linalg.inv(cell).T))**2).sum(axis=1)
    return ((erfc(eta * R) / R).sum()
            + 4 * np.pi / volume * (np.exp(-G2 / (4 * eta**2)) / G2).sum()
            - np.pi / (volume * eta**2) - 2 * eta / np.sqrt(np.pi))


beta = {}
for shape, unit in (('fcc', primitive), ('sc', np.eye(3))):
    scaled = unit / abs(np.linalg.det(unit))**(1 / 3)    # unit volume
    beta[shape] = -lattice_potential(scaled, 2.0)
    assert abs(beta[shape] + lattice_potential(scaled, 2.5)) < 1e-9
# Rock salt with ion spacing 1, summed directly over neutral-faced cubes.
half = 20
ions = index_grid(half)
ions = ions[np.any(ions != 0, axis=1)]
weight = np.prod(np.where(np.abs(ions) == half, 0.5, 1.0), axis=1)
sign = 1 - 2 * (np.abs(ions).sum(axis=1) % 2)
rock_salt = (sign * weight / np.linalg.norm(ions, axis=1)).sum()
from_ewald = (2 * lattice_potential(2 * primitive, 1.6)
              - lattice_potential(np.eye(3), 2.0))
assert abs(rock_salt - from_ewald) < 1e-4

eps_r, mass, charge, binding = 11.7, 0.3, 1, 0.5   # rough silicon-like values
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10     # eV angstrom
cells = {'fcc': best['fcc'][0] * a * primitive,
         'sc': best['sc'][0] * a * np.eye(3)}
volume = {s: abs(np.linalg.det(cells[s])) for s in cells}
image_energy = {s: beta[s] * charge**2 * coulomb
                / (2 * eps_r * volume[s]**(1 / 3)) for s in cells}
assert abs(beta['fcc'] / beta['sc'] - 1) < 0.03
assert image_energy['fcc'] > image_energy['sc']

# --- spurious band of a short-range deep state repeated in every cell
kappa0 = np.sqrt(2 * mass * const.m_e * binding * const.e) / const.hbar * 1e-10
images = index_grid(6)
images = images[np.any(images != 0, axis=1)]


def image_sum(kappa, R, phase):
    return (phase * np.exp(-kappa * R) / R).sum()


def defect_band(cell):
    R = np.linalg.norm(images @ cell, axis=1)
    energies = []
    for f in itertools.product(np.arange(8) / 8, repeat=3):
        phase = np.cos(2 * np.pi * (images @ np.array(f)))
        kappa = brentq(lambda x: x - image_sum(x, R, phase) - kappa0,
                       0.6 * kappa0, 2 * kappa0)
        energies.append(-binding * (kappa / kappa0)**2)
    return min(energies), max(energies)


# The image sum against its reciprocal-space form, for a general k point.
k_frac = np.array([0.2, 0.35, 0.1])
k1, k2 = kappa0, 1.5 * kappa0
for shape in cells:
    cell = cells[shape]
    R = np.linalg.norm(images @ cell, axis=1)
    phase = np.cos(2 * np.pi * (images @ k_frac))
    direct = (-k1 + image_sum(k1, R, phase)) - (-k2 + image_sum(k2, R, phase))
    g = (index_grid(20) + k_frac) @ (2 * np.pi * np.linalg.inv(cell).T)
    g2 = (g**2).sum(axis=1)
    g_max = 2 * np.pi * 19 / np.linalg.norm(cell[0])
    g2 = g2[g2 < g_max**2]
    recip = 4 * np.pi / volume[shape] * (1 / (g2 + k1**2)
                                         - 1 / (g2 + k2**2)).sum()
    recip += 2 * (k2**2 - k1**2) / (np.pi * g_max)   # smooth tail beyond g_max
    assert abs(direct - recip) < 2e-3 * abs(direct)

band = {s: defect_band(cells[s]) for s in cells}
width = {s: band[s][1] - band[s][0] for s in cells}
assert width['fcc'] > width['sc'] > 0
bohr = const.value('Bohr radius') * 1e10
shallow_radius = eps_r / mass * bohr
assert shallow_radius > best['sc'][2] > best['fcc'][2]

# --- window of lattice constants for which n = 4 stays the answer
a_low, a_high = target * np.sqrt(2) / 4, target * np.sqrt(2) / 3
for trial, expected in ((a_low * 0.999, 5), (a_low * 1.001, 4),
                        (a_high * 0.999, 4), (a_high * 1.001, 3)):
    found = next(n for n in range(1, 9)
                 if trial * shortest_vector(n * primitive) > target)
    assert found == expected

d_fcc, d_sc = best['fcc'][2], best['sc'][2]
n_fcc, n_sc = best['fcc'][1], best['sc'][1]
equal_d_atoms = 8 * (d_fcc / a)**3
assert abs(n_fcc / equal_d_atoms - 1 / np.sqrt(2)) < 1e-9

print(f"silicon cubic edge a = {a:.4f} angstrom")
print(f"target image distance = {target:.1f} angstrom")
print(f"n must exceed {target * np.sqrt(2) / a:.3f} (fcc)")
print(f"m must exceed {target / a:.3f} (sc)")
for shape in ('fcc', 'sc'):
    for size, atoms, distance in table[shape]:
        print(f"{shape} multiple {size}: {atoms} atoms, d = {distance:.2f} angstrom")
print(f"chosen fcc: {n_fcc} atoms, d = {d_fcc / 10:.3f} nm")
print(f"chosen sc: {n_sc} atoms, d = {d_sc / 10:.3f} nm")
print(f"atom ratio fcc/sc = {n_fcc / n_sc:.4f}")
print(f"sc atoms at the fcc distance (not a whole cell) = {equal_d_atoms:.1f}")
print(f"ratio from shape at equal d = {n_fcc / equal_d_atoms:.4f}")
print(f"ratio from sc overshoot = {equal_d_atoms / n_sc:.4f}")
print(f"cost ratio sc/fcc if time grows as N^3 = {(n_sc / n_fcc)**3:.2f}")
print(f"smallest allowed k with d > target = {k_min}")
print(f"superlattices below 64 primitive cells examined = {examined}")
print(f"of these with d > target = {smaller_good}")
print(f"superlattices of 64 primitive cells = {total_64}")
print(f"of these with d > target = {good_64}")
print(f"n = 4 holds for a from {a_low:.3f} to {a_high:.3f} angstrom")
print(f"compression margin = {100 * (1 - a_low / a):.2f} percent")
print(f"rough inputs: permittivity {eps_r}, mass {mass} m_e")
print(f"rough inputs: charge +{charge} e, deep binding {binding} eV")
for s in ('fcc', 'sc'):
    print(f"{s} volume = {volume[s]:.1f} angstrom^3")
    print(f"{s} defect density = {1e24 / volume[s]:.2e} cm^-3")
    print(f"{s} shape factor beta = {beta[s]:.4f}")
    print(f"{s} electrostatic image energy size = {image_energy[s]:.3f} eV")
    print(f"{s} deep level runs {band[s][0]:.3f} to {band[s][1]:.3f} eV")
    print(f"{s} spurious defect band width = {width[s]:.3f} eV")
print(f"deep-state decay constant kappa0 = {kappa0:.4f} per angstrom")
print(f"deep-state decay length = {1 / kappa0:.2f} angstrom")
print(f"shallow dopant radius = {shallow_radius:.1f} angstrom")
print("verified")
```

It prints:

```
silicon cubic edge a = 5.4310 angstrom
target image distance = 15.0 angstrom
n must exceed 3.906 (fcc)
m must exceed 2.762 (sc)
fcc multiple 1: 2 atoms, d = 3.84 angstrom
fcc multiple 2: 16 atoms, d = 7.68 angstrom
fcc multiple 3: 54 atoms, d = 11.52 angstrom
fcc multiple 4: 128 atoms, d = 15.36 angstrom
sc multiple 1: 8 atoms, d = 5.43 angstrom
sc multiple 2: 64 atoms, d = 10.86 angstrom
sc multiple 3: 216 atoms, d = 16.29 angstrom
chosen fcc: 128 atoms, d = 1.536 nm
chosen sc: 216 atoms, d = 1.629 nm
atom ratio fcc/sc = 0.5926
sc atoms at the fcc distance (not a whole cell) = 181.0
ratio from shape at equal d = 0.7071
ratio from sc overshoot = 0.8381
cost ratio sc/fcc if time grows as N^3 = 4.81
smallest allowed k with d > target = 16
superlattices below 64 primitive cells examined = 166079
of these with d > target = 0
superlattices of 64 primitive cells = 10795
of these with d > target = 1
n = 4 holds for a from 5.303 to 7.071 angstrom
compression margin = 2.35 percent
rough inputs: permittivity 11.7, mass 0.3 m_e
rough inputs: charge +1 e, deep binding 0.5 eV
fcc volume = 2563.1 angstrom^3
fcc defect density = 3.90e+20 cm^-3
fcc shape factor beta = 2.8883
fcc electrostatic image energy size = 0.130 eV
fcc deep level runs -0.656 to -0.442 eV
fcc spurious defect band width = 0.214 eV
sc volume = 4325.2 angstrom^3
sc defect density = 2.31e+20 cm^-3
sc shape factor beta = 2.8373
sc electrostatic image energy size = 0.107 eV
sc deep level runs -0.585 to -0.441 eV
sc spurious defect band width = 0.143 eV
deep-state decay constant kappa0 = 0.1984 per angstrom
deep-state decay length = 5.04 angstrom
shallow dopant radius = 20.6 angstrom
verified
```
